\section*{Edge bonds and the gap of armchair graphene ribbons}

\section*{Setting}

An infinitely long armchair graphene ribbon consists of $N\ge 2$ parallel dimer lines, $j=1,\dots,N$, running along $x$ and spaced $\sqrt3a/2$ apart, where $a$ is the bond length. In each period $3a$ a line holds one A atom and, at a distance $a$ in the $+x$ direction, one B atom. The bond between them is called a dimer bond. Neighbouring lines are shifted by $3a/2$ and joined by slanted bonds, so the A atom of line $j$ also has B neighbours on lines $j\pm1$, displaced by $-a/2$ along $x$.

Each atom carries one $\pi$ orbital with zero on-site energy. Orbitals are orthonormal, spin only doubles the states, and the band is half filled. The hopping matrix element is $-t$ on every slanted bond and $-d_jt$ on the dimer bonds of line $j$, with $t>0$. Interactions and more distant hopping are left out until parts (f) and (g).

\section*{Part (a): reduction to a chain}

\textbf{Question.} Show that the energies at wave number $k$ are $\pm t$ times the singular values of an $N\times N$ matrix, and find it.

\textbf{Answer.} Write the amplitudes as $\alpha_je^{ikx}$ on A atoms and $\beta_je^{ikx}$ on B atoms, with $x$ the position of the atom. The displacements give
\begin{equation}
E\alpha_j=-t\left[d_je^{ika}\beta_j+e^{-ika/2}(\beta_{j-1}+\beta_{j+1})\right],
\qquad \beta_0=\beta_{N+1}=0 .
\end{equation}
Take out the factor $e^{-ika/2}$ and absorb it in $\beta'_j=e^{-ika/2}\beta_j$. With
\begin{equation}
M=e^{i\varphi}D+T,\qquad \varphi=\tfrac32ka,\qquad D=\mathrm{diag}(d_1,\dots,d_N),
\end{equation}
where $T_{jl}=1$ for $|j-l|=1$ and zero otherwise, this reads $E\alpha=-tM\beta'$. The equation on the B atoms has the conjugate phases and becomes $E\beta'=-tM^\dagger\alpha$. Combining the two,
\begin{equation}
E^2\alpha=t^2MM^\dagger\alpha .
\end{equation}
The eigenvalues of $MM^\dagger$ are the squares of the singular values $s$ of $M$. Reversing the sign of $\beta'$ reverses $E$, so the energies are $E=\pm ts$. At half filling the Fermi level is at zero, and the gap is $2t$ times the smallest $s$ over the Brillouin zone $|k|\le\pi/(3a)$, that is, $|\varphi|\le\pi/2$.

\section*{Part (b): equal bonds}

\textbf{Question.} For $d_j=1$, find the spectrum and decide which widths have no gap.

\textbf{Answer.} Now $D=1$, and it suffices to diagonalize $T$. The vectors $\sin(j\theta_r)$ vanish at $j=0$ and $j=N+1$ if
\begin{equation}
\theta_r=\frac{r\pi}{N+1},\qquad r=1,\dots,N ,
\end{equation}
and $\sin[(j-1)\theta]+\sin[(j+1)\theta]=2\cos\theta\,\sin(j\theta)$ shows that they have eigenvalue $2\cos\theta_r$. Therefore
\begin{equation}
E^2=t^2\left|e^{i\varphi}+2\cos\theta_r\right|^2
=t^2\left(1+4\cos\varphi\cos\theta_r+4\cos^2\theta_r\right).
\end{equation}
Within the zone $0\le\cos\varphi\le1$. If $\cos\theta_r\ge0$, the smallest value occurs at $\cos\varphi=0$ and is at least $t^2$. If $\cos\theta_r<0$, it occurs at $\varphi=0$ and equals $t^2(1+2\cos\theta_r)^2$. A zero thus requires $\theta_r=2\pi/3$, or $r=2(N+1)/3$. This is an integer if and only if $N+1$ is a multiple of three:
\begin{equation}
N=3p+2,\qquad r=2(p+1),\qquad p=0,1,2,\dots
\end{equation}
These ribbons are gapless at $k=0$; those with $N=3p$ or $3p+1$ have a gap. The gapless mode has $E^2=2t^2(1-\cos\varphi)$, so $E=\pm2t|\sin(\varphi/2)|\approx\pm\frac32ta|k|$: two bands cross linearly. The crossing depends on one transverse wave meeting the condition $1+2\cos\theta=0$, and a change of the edge can spoil that.

\section*{Part (c): changed edge dimer bonds}

\textbf{Question.} Let $N=3p+2$ and $d_1=d_N=1+\delta$, all other bonds unchanged. Find the splitting at $k=0$ to first order in $\delta$.

\textbf{Answer.} Let $P$ be the projector on lines 1 and $N$, so that $M(0)=1+T+\delta P$. The unperturbed zero mode is $u_j=c\sin(2\pi j/3)$. The squares $\sin^2(2\pi j/3)$ run through $\frac34,\frac34,0$ repeatedly. Among $3p+2$ lines, $2(p+1)$ have the value $\frac34$, so
\begin{equation}
c^2\,\frac{3(p+1)}{2}=1,\qquad c^2=\frac{2}{3(p+1)} .
\end{equation}
Both edge lines belong to the nonzero set. Each has weight $\frac34c^2=1/[2(p+1)]$, and together
\begin{equation}
u^{T}Pu=\frac1{p+1}.
\end{equation}

At $k=0$ there are two states of zero energy, $u$ on the A atoms and $u$ on the B atoms. The perturbation couples A to B only, so in this pair of states it is
\begin{equation}
-t\begin{pmatrix}0&\delta'\\ \delta'&0\end{pmatrix},\qquad
\delta'=\delta\,u^TPu=\frac{\delta}{p+1},
\end{equation}
with eigenvalues $\pm t\delta'$. The splitting is
\begin{equation}
\Delta_1=\frac{2|\delta|t}{p+1}.
\label{first}
\end{equation}
For strengthened bonds, $\delta>0$, this is $2\delta t/(p+1)$. Weakened bonds open a gap too; $\delta$ then has the opposite sign, and the bonding and antibonding combinations exchange places. The factor $1/(p+1)$ is the share of the zero mode that sits on the edge lines.

For $p=0$ the result can be checked without expansion. Both lines are edge lines, $D=(1+\delta)1$, and the singular values are $|e^{i\varphi}(1+\delta)\pm1|$. For $\delta>-1$ the smallest is $|\delta|$, at $\varphi=0$, so the gap is $2|\delta|t$ without higher corrections as long as $|\delta|$ is below the other branch's minimum $\sqrt{(1+\delta)^2+1}$, which holds for every $\delta>-1$.

\section*{Part (d): is this the gap?}

\textbf{Question.} A splitting at $k=0$ is the band gap only if no other $k$ gives less. Show that this is so to first order in $\delta$, at fixed $p$.

\textbf{Answer.} First exclude wave numbers away from $k=0$. The perturbation of the Hamiltonian has norm $|\delta|t$, so no ordered eigenvalue moves by more than $|\delta|t$. Where the lowest positive energy of the uniform ribbon exceeds $2|\delta|t$, it stays above $|\delta|t\ge|\delta|t/(p+1)$. For small $\delta$ the remaining region is a neighbourhood of $\varphi=0$ whose size is of order $|\delta|$.

In that neighbourhood project $M$ on the zero mode. Since $Tu=-u$,
\begin{equation}
m(\varphi)=u^TMu=e^{i\varphi}(1+\delta')-1,
\end{equation}
\begin{align}
|m|^2&=(1+\delta')^2+1-2(1+\delta')\cos\varphi\nonumber\\
&=\delta'^2+2(1+\delta')(1-\cos\varphi)\nonumber\\
&=\delta'^2+4(1+\delta')\sin^2(\varphi/2)\ \ge\ \delta'^2 .
\end{align}
The second line uses $(1+\delta')^2+1=\delta'^2+2(1+\delta')$. The other modes are coupled to $u$ by elements of order $\delta$, and at fixed $p$ their energies stay a finite distance from zero. They therefore change the two lowest energies by terms of order $\delta^2t$. The lowest energy in the neighbourhood is at least $t|\delta'|-O(\delta^2t)$, and at $k=0$ it is $t|\delta'|+O(\delta^2t)$. Hence the band gap is $\Delta_1+O(\delta^2t)$.

For $|\delta|\ll1$ and $|ka|\ll1$ the two bands are
\begin{equation}
E\approx\pm\sqrt{\left(\frac{\delta t}{p+1}\right)^2+\left(\tfrac32tak\right)^2},
\end{equation}
a linear crossing turned into a hyperbola.

\section*{Part (e): how far first order can be trusted}

\textbf{Question.} Derive an equation for the band-edge energy at $k=0$ without expanding in $\delta$, and obtain the next term.

\textbf{Answer.} At $k=0$ the matrix $M$ is real and symmetric, so its singular values are the moduli of its eigenvalues $\epsilon$. In the interior $\epsilon u_j=u_j+u_{j-1}+u_{j+1}$. On line 1, $\epsilon u_1=(1+\delta)u_1+u_2$. The interior equation may be used there as well if a fictitious amplitude $u_0=\delta u_1$ is introduced; likewise $u_{N+1}=\delta u_N$. Try $u_j=\sin(j\theta+\eta)$, which gives $\epsilon=1+2\cos\theta$. The left condition is
\begin{equation}
\sin\eta=\delta\sin(\theta+\eta)
\quad\Rightarrow\quad
\tan\eta=\frac{\delta\sin\theta}{1-\delta\cos\theta}.
\end{equation}
With $\chi=(N+1)\theta+\eta$ the right condition is $\sin\chi=\delta\sin(\chi-\theta)$, or
\begin{equation}
\tan\chi=-\frac{\delta\sin\theta}{1-\delta\cos\theta}=-\tan\eta .
\end{equation}
So $\chi=r\pi-\eta$. The state that becomes the zero mode at $\delta=0$ has $r=2(p+1)$:
\begin{equation}
3(p+1)\theta+2\eta(\theta)=2(p+1)\pi .
\label{phase}
\end{equation}

Put $n=3(p+1)$, $\theta=2\pi/3+x$, $S=\sin(2\pi/3)=\sqrt3/2$ and $C=\cos(2\pi/3)=-1/2$. Then $x=-2\eta/n$. To second order $\eta=\delta\sin\theta+\delta^2\sin\theta\cos\theta$, and with $\sin\theta\approx S+Cx$ and $x\approx-2\delta S/n$,
\begin{align}
\eta&=\delta S+\delta^2SC\left(1-\frac2n\right),\\
x&=-\frac{2S}{n}\delta-\frac{2SC}{n}\left(1-\frac2n\right)\delta^2 .
\end{align}
Because $1+2C=0$, the energy is $\epsilon=-2Sx-Cx^2=-2Sx+\frac12x^2$. Inserting $S^2=\frac34$,
\begin{align}
\epsilon&=\frac3n\delta-\frac{3}{2n}\left(1-\frac2n\right)\delta^2+\frac{3}{2n^2}\delta^2\nonumber\\
&=\frac3n\delta-\frac{3(n-3)}{2n^2}\delta^2
=\frac{\delta}{p+1}-\frac{p\,\delta^2}{2(p+1)^2}.
\end{align}
For small $\delta$ of either sign the splitting is therefore
\begin{equation}
\Delta_2=\frac{2|\delta|t}{p+1}\left[1-\frac{p\,\delta}{2(p+1)}\right].
\label{second}
\end{equation}
This is also the band gap to second order. Near $\varphi=\delta=0$ the smallest eigenvalue $s^2$ of $MM^\dagger$ is nondegenerate, hence a smooth function of $\varphi$ and $\delta$, and it is even in $\varphi$ because $M(-\varphi)=M(\varphi)^*$. So $s^2(\varphi)=s^2(0)+g\varphi^2$, where $g$ is close to its value 1 in the uniform ribbon, and the minimum stays at $k=0$. For $p\ge1$ and small $|\delta|$, first order overestimates the gap for strengthened bonds and underestimates it for weakened ones. The relative correction vanishes for $p=0$, as part (c) requires, and tends to $-\delta/2$ for wide ribbons. The condition for using \eqref{first} is thus $|\delta|/2\ll1$. For $|\delta|\approx0.1$ the relative error is at most about 5 per cent at any width.

\section*{Part (f): other bonds}

\textbf{Question.} Find the first-order gap if, in addition, (i) the slanted bonds joining lines 1 and 2, and $N-1$ and $N$, become $(1+\delta_s)t$, for $p\ge1$; or (ii) third neighbours, at distance $2a$, are coupled by $-t_3$.

\textbf{Answer.} (i) The products needed are $u_1u_2=u_{N-1}u_N=c^2\sin\frac{2\pi}3\sin\frac{4\pi}3=-\frac34c^2=-1/[2(p+1)]$. Each pair occurs twice in the quadratic form and there are two edges, so the slanted bonds add $-2\delta_s/(p+1)$:
\begin{equation}
\Delta=\frac{2t}{p+1}\,|\delta-2\delta_s| .
\end{equation}
Away from $k=0$ the projected element is $e^{i\varphi}(1+\delta')-[1+2\delta_s/(p+1)]$, whose modulus is never below the difference of the two moduli, so the minimum is again at $k=0$ to this order. ``Stronger edge hopping'' is thus ambiguous until the bonds are named. Strengthening the slanted bonds by half as much as the dimer bonds cancels the gap to first order.

(ii) The third neighbours of an A atom are the B atom of its own line at $-2a$ and those of lines $j\pm2$ at $+a$. At $k=0$ they add $(t_3/t)(1+T_2)$ to $M$, where $T_2$ joins lines two apart. Two steps along the chain lead either to a line two away or back to the start; there are two ways back from an interior line and one from an edge line. Hence
\begin{equation}
T^2=T_2+2-P,\qquad 1+T_2=T^2-1+P .
\end{equation}
On the zero mode $T^2=1$, and only $P$ is left. For the first-order splitting at $k=0$, third-neighbour hopping acts like a change $t_3/t$ of the edge dimer bonds:
\begin{equation}
\Delta=\frac{2|\delta t+t_3|}{p+1}.
\label{third}
\end{equation}
For $k\ne0$ the phases relative to $e^{-ika/2}$ are $e^{-i\varphi}$ and $e^{i\varphi}$, and
\begin{equation}
m=e^{i\varphi}(1+\mu)-1-2i\frac{t_3}{t}\sin\varphi,\qquad
\mu=\frac{\delta+t_3/t}{p+1}.
\end{equation}
Near the crossing $\mathrm{Re}\,m=\mu$ to first order, so $|m|$ is not smaller than $|\mu|$ to that order. The imaginary part is $(1+\mu-2t_3/t)\sin\varphi$. In wide ribbons third neighbours with $t_3>0$ therefore also lower the slope of the bands, by a fraction of about $2t_3/t$, which a change of the edge bonds does not do.

\section*{Part (g): a graphene ribbon}

\textbf{Question.} Take $N=11$, $t=2.7$ eV, $\delta=0.12$ and $a=0.142$ nm. Evaluate the gap, and judge it against what the model omits. Numerical diagonalization may be used.

\textbf{Answer.} Here $p=3$, and the edge atom rows are $10\times\frac{\sqrt3}{2}\times0.142=1.23$ nm apart. Equation \eqref{first} gives
\begin{equation}
\Delta_1=\frac{2\times0.12\times2.7}{4}=0.162\ \text{eV}.
\end{equation}
The correction in \eqref{second} is $-3\times0.12^2\times2.7/16=-0.007$ eV, which leaves 0.155 eV. Diagonalization of the full nearest-neighbour model also gives 0.155 eV (155 meV), so first order is 4.7\% above the full value. For $\delta=-0.12$ the full gap is 0.169 eV, larger as predicted. At the same $t$ and $\delta$ the full gap falls from 0.314 eV for $N=5$ to 0.103 eV for $N=17$; the first-order values are 0.324 and 0.108 eV.

\textit{Third neighbours.} With $t_3=0.2$ eV, equation \eqref{third} gives $2(0.324+0.200)/4=0.262$ eV, and diagonalization gives 0.243 eV. This one omitted term raises the gap by more than half. Second neighbours, at $\sqrt3a$, join atoms of the same sublattice and shift the two zero modes equally, so they leave the first-order splitting unchanged; a second-neighbour hopping of 0.2 eV of either sign lowers the gap only from 0.155 to 0.153 eV.

\textit{Temperature.} At 300 K, $k_BT=0.026$ eV and the gap of 0.155 eV is only $6k_BT$. With the Fermi level at midgap, summing the Fermi function over the conduction bands gives about 3 thermal electrons per micrometre, and as many holes.

\textit{Exchange.} For its size, add $-V_{ij}\rho_{ij}$ to the hopping between A and B atoms, where $\rho_{ij}$ is the density matrix per spin of the filled bands and
\begin{equation}
V_{ij}=\frac{e^2}{4\pi\varepsilon_0\kappa\sqrt{r_{ij}^2+r_0^2}},\qquad \kappa=4,\quad r_0=0.10\ \text{nm}
\end{equation}
are chosen values. States at $\pm E$ have equal densities, so every atom holds one electron and no Hartree term arises. One evaluation, without self-consistency, raises the gap from 0.155 to 0.40 eV. This is an indication of size and not a prediction: iterating to self-consistency gives 0.48 eV, one evaluation with $\kappa=2$ or 8 gives 0.65 or 0.28 eV, one with $r_0=0.02$ or 0.2 nm gives 0.42 or 0.38 eV, and a fitted $t$ already contains part of the exchange.

\textit{Real ribbons.} The values of $t$, $\delta$ and $t_3$ are rough inputs chosen for illustration. Independent electrons with nearest-neighbour hopping are a poor approximation for this small gap: the estimates above for third neighbours and exchange move it by amounts comparable with the gap itself. The figure of 0.155 eV therefore belongs to the model and should not be used as a device gap. Width control matters as well: with equal bonds and the same $t$, ribbons of 10 and 12 lines have gaps of 0.91 and 0.74 eV, against zero for 11. In the nearest-neighbour model one line more or less changes the gap by more than the edge bonds do: with $\delta=0.12$ the gaps for 10, 11 and 12 lines are 1.10, 0.155 and 0.61 eV. With $t_3=0.2$ eV added they are 1.09, 0.24 and 0.42 eV, and the step from 11 to 12 lines is then comparable with the effect of the edge bonds. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
dimer lines N = 11, p = 3
hopping t = 2.70 eV, delta = 0.12
bond length = 0.142 nm, period = 0.426 nm
width between edge atom rows = 1.230 nm
edge weight of zero mode = 0.2500
uniform gap N=11: 0.000000 eV
uniform gap N=9: 0.9481 eV
uniform gap N=10: 0.9135 eV
uniform gap N=12: 0.7351 eV
uniform gap N=13: 0.7141 eV
first-order gap = 0.1620 eV = 162.0 meV
gap through second order = 0.1547 eV
full tight-binding gap = 0.1547 eV = 154.7 meV
first-order excess = 4.70 percent
band-edge angle = 119.0566 deg
full gap for delta = -0.12: 0.1693 eV
trend with width: N, first-order gap, full gap (eV)
  2 0.6480 0.6480
  5 0.3240 0.3143
  8 0.2160 0.2074
 11 0.1620 0.1547
 14 0.1296 0.1234
 17 0.1080 0.1026
third-neighbour hopping t3 = 0.20 eV
first-order gap with delta and t3 = 0.2620 eV
full gap with delta and t3 = 0.2430 eV
full gap with t3 alone = 0.0972 eV
temperature = 300 K, kT = 0.02585 eV
full gap / kT = 5.99
thermal electrons = 3.31 per um
exchange: screening = 4.0, softening = 0.10 nm
exchange first-order gap part = +0.259 eV
gap with one-pass exchange = 0.402 eV
\end{verbatim}
